# How the Rayleigh number of a reactor gas depends on pressure

## The question

A horizontal deposition reactor has a hot lower surface, which carries the wafer, and a cold upper wall at height $L$ above it. The space between them is filled with an ideal carrier gas of fixed composition. Buoyancy may stir this gas and disturb the supply of precursor to the wafer. The quantity used to judge this is the Rayleigh number

$$
\mathrm{Ra}=\frac{g\,\beta\,\Delta\theta\,L^3}{\nu\,\alpha}.
$$

The pressure is reduced from 1 bar to 0.1 bar. The height and both surface temperatures are unchanged.

**Conventions.** The algebra is in atomic units, with $k_B=1$, so that the temperature $\theta$ is an energy. The problem is classical and $\hbar$ does not appear. The surfaces differ in temperature by $\Delta\theta>0$, and $g$ is the acceleration of gravity. The expansion coefficient $\beta$, kinematic viscosity $\nu$ and thermal diffusivity $\alpha$ are all taken at the mean temperature $\theta$ of the two surfaces. Numbers are in eV and Å, with the second as the unit of time.

## (a) What does Ra compare?

*Estimate the time in which a warm disturbance rises through the layer, and the time in which it loses its excess temperature by conduction. Relate their ratio to Ra.*

**Answer.** Let a region of gas be warmer than its surroundings by $\Delta\theta$, at the same pressure. To first order in $\Delta\theta$, its density is lower by $\rho\beta\Delta\theta$. The upward force per unit volume is therefore $\rho g\beta\Delta\theta$, and the force per unit mass is $g\beta\Delta\theta$.

Suppose that the disturbance varies with height as $\sin(\pi z/L)$, so that it vanishes at both surfaces. Viscous drag per unit mass is $\nu$ times the second derivative of the velocity. For this profile its size is $\pi^2\nu v/L^2$. The gas accelerates until drag balances buoyancy. Using the steady speed reached then for the whole rise gives

$$
\frac{\pi^2\nu v}{L^2}=g\beta\Delta\theta
\quad\Rightarrow\quad
v=\frac{g\beta\Delta\theta\,L^2}{\pi^2\nu},
\qquad
t_{\rm rise}=\frac{L}{v}=\frac{\pi^2\nu}{g\beta\Delta\theta\,L}.
$$

Conduction acts on the temperature in the same way, with $\alpha$ in place of $\nu$. The excess temperature decays at the rate $\pi^2\alpha/L^2$, so $t_{\rm cond}=L^2/(\pi^2\alpha)$. The ratio is

$$
\frac{t_{\rm cond}}{t_{\rm rise}}
=\frac{L^2}{\pi^2\alpha}\,\frac{g\beta\Delta\theta\,L}{\pi^2\nu}
=\frac{\mathrm{Ra}}{\pi^4},\qquad \pi^4\approx 97 .
$$

If Ra is well below 97, the warm gas loses its excess temperature before it has risen far. This is an estimate and not a stability criterion. A pattern of rising and sinking gas must also vary horizontally, and that variation adds further damping, so the true onset of convection lies at a larger Ra.

## (b) Density and expansion coefficient

*Find how $\rho$ and $\beta$ depend on pressure at fixed temperature.*

**Answer.** Let $m$ be the mass of a molecule and $n$ the number density. The ideal-gas law $p=n\theta$ gives

$$
n=\frac{p}{\theta},\qquad \rho=mn=\frac{mp}{\theta}.
$$

At fixed temperature the density is proportional to the pressure. The expansion coefficient is the relative decrease of density per unit temperature at constant pressure:

$$
\beta=-\frac1\rho\left(\frac{\partial\rho}{\partial\theta}\right)_p
=-\frac{\theta}{mp}\left(-\frac{mp}{\theta^2}\right)=\frac1\theta .
$$

The pressure cancels. A given temperature difference produces the same relative density difference at either pressure. The buoyant force per unit volume does fall with pressure, but so does the mass that it must move.

## (c) Viscosity and thermal conductivity

*The gas flows horizontally with a mean velocity $u(z)$ that varies with height. Use the free flight of molecules between collisions to find how the dynamic viscosity $\mu$ depends on pressure. Then argue for the thermal conductivity.*

**Answer.** Treat the molecules as spheres of diameter $d$, and at first let the targets be at rest. A molecule collides when its centre comes within $d$ of another centre, so it sweeps out a cross-section $\pi d^2$. In a short distance $ds$ the collision probability is $n\pi d^2\,ds$. The probability $P(s)$ of flying a distance $s$ without collision obeys

$$
\frac{dP}{ds}=-n\pi d^2P
\quad\Rightarrow\quad
P=e^{-n\pi d^2s},
\qquad
\lambda=\int_0^\infty P\,ds=\frac{1}{n\pi d^2}.
$$

The same law holds for the distance back to the last collision, because the chance of having had no collision over the last stretch $s$ is again $P(s)$.

Now consider the plane $z=0$. A molecule crosses it with speed $v$ at an angle $\chi$ to the upward vertical, having last collided a distance $s$ earlier. That collision took place at height $-s\cos\chi$. Assume that the molecule left it with the mean horizontal velocity of the gas there. If $u$ varies little over a free path,

$$
u(-s\cos\chi)=u(0)-s\cos\chi\,\frac{du}{dz}.
$$

The upward flux of molecules is the average of $n v\cos\chi$, where molecules moving down count as negative. Each carries the horizontal momentum $mu(-s\cos\chi)$, so the upward flux of momentum is

$$
\Pi=nm\left\langle v\cos\chi\left[u(0)-s\cos\chi\,\frac{du}{dz}\right]\right\rangle .
$$

All directions are equally likely, so $\langle\cos\chi\rangle=0$ and the first term vanishes. In the second term speed, path and direction are independent. With

$$
\langle\cos^2\chi\rangle=\frac12\int_{-1}^{1}x^2\,dx=\frac13
$$

and the mean speed $\bar v$, this becomes

$$
\Pi=-nm\bar v\,\frac{\lambda}{3}\,\frac{du}{dz}.
$$

Viscosity is defined by $\Pi=-\mu\,du/dz$, hence

$$
\mu=\frac13\,nm\bar v\lambda
=\frac13\,nm\bar v\,\frac{1}{n\pi d^2}
=\frac{m\bar v}{3\pi d^2}.
$$

The density has cancelled. At a tenth of the pressure there are ten times fewer carriers, but each brings momentum from ten times farther away. Since $\bar v$ depends on temperature alone for a given gas, $\mu$ does not change with pressure at fixed temperature.

The prefactor is that of a simple model, but the cancellation has a wider basis. Let $\phi$ be the relative distortion of the velocity distribution caused by the gradient. Free flight through the gradient creates distortion at a rate proportional to $n$. Collisions between pairs of molecules remove it at a rate proportional to $n^2\phi$. In a steady state the two balance, so $\phi\propto1/n$. The momentum flux is proportional to $n\phi$ and therefore does not depend on $n$.

This argument allows for moving targets and for other forces between the molecules. It applies equally to a temperature gradient, where the flux proportional to $n\phi$ is a flux of energy. The thermal conductivity $\kappa$, defined by the heat flux $-\kappa\,d\theta/dz$, is thus also independent of pressure. Two conditions have been used: collisions involve two molecules at a time, and the free path is short compared with $L$.

## (d) The Rayleigh number

*Write Ra in terms of $p$, $\mu$ and $\kappa$, and find the factor by which it changes.*

**Answer.** The kinematic viscosity is $\nu=\mu/\rho=\mu/(mn)$. For the diffusivity, let $c$ be the heat capacity per molecule at constant pressure, which does not depend on pressure for an ideal gas. For small temperature differences, conduction at constant pressure obeys

$$
nc\,\frac{\partial\theta}{\partial t}=\kappa\,\frac{\partial^2\theta}{\partial z^2}
\quad\Rightarrow\quad
\alpha=\frac{\kappa}{nc}.
$$

Both $\nu$ and $\alpha$ have a factor $n$ in the denominator and a pressure-independent coefficient in the numerator, so both vary as $1/p$. Inserting them with $\beta=1/\theta$ gives

$$
\mathrm{Ra}
=g\,\frac{1}{\theta}\,\Delta\theta\,L^3\,\frac{mn}{\mu}\,\frac{nc}{\kappa}
=\frac{\Delta\theta}{\theta}\,\frac{w\,L^3\,c\,n^2}{\mu\kappa},
\qquad w=mg,
$$

where $w$ is the weight of one molecule. With $n=p/\theta$,

$$
\mathrm{Ra}=\frac{\Delta\theta}{\theta^3}\,\frac{w\,L^3\,c}{\mu\kappa}\;p^2 .
$$

Everything in front of $p^2$ is fixed by the geometry, the temperatures and the gas. Therefore

$$
\frac{\mathrm{Ra}(0.1\ \text{bar})}{\mathrm{Ra}(1\ \text{bar})}
=\left(\frac{0.1}{1}\right)^2=\frac1{100}.
$$

The Rayleigh number falls a hundredfold. One factor of ten comes from $\nu$: the same viscosity acts on a tenth of the mass. The other comes from $\alpha$: the same conductivity serves a tenth of the heat capacity per volume. In the estimate of part (a), the formal rise time at steady speed is ten times longer and the excess temperature is lost ten times faster.

## (e) A numerical case

*A model carrier gas has $w=3.0\times10^{-16}$ eV/Å, $c=3.5$, $\mu=2.0\times10^{-16}$ eV s/Å$^3$ and $\kappa=4.0\times10^{11}$ Å$^{-1}$ s$^{-1}$ at the mean temperature. The height is $2.0\times10^8$ Å and the surfaces are at 0.04 and 0.08 eV. Evaluate Ra at both pressures and interpret the values.*

**Answer.** The mean temperature is 0.06 eV and $\Delta\theta=0.04$ eV. A pressure of 1 bar is $6.2415\times10^{-7}$ eV/Å$^3$, so

$$
n=\frac{6.2415\times10^{-7}}{0.06}=1.040\times10^{-5}\ \text{Å}^{-3}.
$$

The factors of the numerator are

$$
\frac{\Delta\theta}{\theta}\,w=\frac{0.04}{0.06}\times3.0\times10^{-16}=2.0\times10^{-16}\ \text{eV/Å},
$$

$$
L^3=8.0\times10^{24}\ \text{Å}^3,\qquad
c\,n^2=3.5\times1.082\times10^{-10}=3.79\times10^{-10}\ \text{Å}^{-6}.
$$

Their product is 0.606 eV/Å$^4$. The denominator is $\mu\kappa=8.0\times10^{-5}$ eV/Å$^4$. The units cancel, and

$$
\mathrm{Ra}(1\ \text{bar})=\frac{0.606}{8.0\times10^{-5}}\approx7.6\times10^3 .
$$

At 0.1 bar, $n$ is ten times smaller and $n^2$ a hundred times smaller, which gives $\mathrm{Ra}\approx76$. The diffusivities show where the change comes from:

| | 1 bar | 0.1 bar |
|---|---|---|
| $\beta$ (1/eV) | 16.7 | 16.7 |
| $\nu$ (Å$^2$/s) | $6.28\times10^{15}$ | $6.28\times10^{16}$ |
| $\alpha$ (Å$^2$/s) | $1.10\times10^{16}$ | $1.10\times10^{17}$ |
| Ra | 7575 | 75.7 |

The ratio $\mathrm{Ra}/\pi^4$ of part (a) is about 78 at 1 bar and 0.78 at 0.1 bar. At the lower pressure the two times of this estimate are comparable. The onset value of Ra is about 1708 for a wide, uniformly heated layer between rigid surfaces when $\Delta\theta/\theta$ is small. At 0.1 bar Ra lies far below this value, so such a layer is not expected to convect. At 1 bar Ra lies well above it, so convection is expected for this gas. Its molecular mass, $w/g\approx30$ u, and its transport coefficients are close to those of nitrogen. The conclusion does not carry over to light carrier gases: for hydrogen or helium, with a smaller mass and a much larger conductivity, the same layer has Ra of only one to two hundred at 1 bar, already below onset. The factor of 100 applies to all of these gases. Near the edges of a heated surface, horizontal temperature differences drive some flow at any Ra.

The value 78 should not be turned into a flow speed. The conduction time at 1 bar is

$$
t_{\rm cond}=\frac{(2.0\times10^8)^2}{\pi^2\times1.10\times10^{16}}\approx0.37\ \text{s},
$$

and the formal rise time is $0.37/78\approx0.005$ s. This rise time assumes that the gas has its steady speed from the start, keeps its full excess temperature and feels only the drag due to vertical variation. The first assumption already fails here: with $g=9.8\times10^{10}$ Å/s$^2$, gas starting from rest would need $\sqrt{2L/(g\beta\Delta\theta)}\approx0.08$ s to cross the layer even without drag. It fails at 0.1 bar too, where the formal rise time is $0.037/0.78\approx0.047$ s. Gas starting from rest, with fixed excess temperature and the drag of part (a), crosses in about 0.08 s at 1 bar and 0.10 s at 0.1 bar. The ratio keeps a meaning as a distance: integrating $dv/dt=g\beta\Delta\theta\,e^{-t/t_{\rm cond}}-\pi^2\nu v/L^2$ over all times, from rest to rest, gives a total rise of $g\beta\Delta\theta\,t_{\rm cond}L^2/(\pi^2\nu)=L\,\mathrm{Ra}/\pi^4$. In steady convection the drag is larger, because the flow also varies horizontally and its horizontal motion must stop at both surfaces. The buoyancy is weaker, because the flow carries heat and so evens out the temperature differences that drive it. The actual speed is therefore much lower than the formal one.

Since $\Delta\theta/\theta=2/3$ is not small, the density differs by a factor of two between the surfaces. Ra at the mean temperature is then a characteristic number and not a full description of the layer. The factor of 100 does not depend on this choice: any other reference temperature gives it too, if the same one is used at both pressures.

Two numerical tests support these results; their values are in the numerical output. In the first, Ra was evaluated from its definition in SI units, with $\beta$ taken from a finite difference of the density. It agrees with the formula of part (d) to within one part in $10^5$.

The second test concerns the cancellation in part (c). Fixed targets with $d=4.0$ Å were placed at random at each of the two densities, and the free paths were found geometrically. The quantity $n\langle s\cos^2\chi\rangle$, which is $\mu/(m\bar v)$ in the model, should equal $1/(3\pi d^2)=0.006631$ Å$^{-2}$. The sampled values are 0.006638 Å$^{-2}$ at 1 bar and 0.006623 Å$^{-2}$ at 0.1 bar, each within about 0.1 percent of it. If both $\mu$ and $\kappa$ are scaled with these sampled values, the ratio of Rayleigh numbers becomes 99.5. The statistical uncertainty is about 0.4 percent for each sampled value and about 1 for the ratio, so the difference from 100 is not significant and the closeness of 0.1 percent is partly chance. With fixed targets this test confirms only that $\lambda\propto1/n$; it does not simulate the transport of momentum or energy.

## (f) Limits and a second route

*How far down in pressure does the law $\mathrm{Ra}\propto p^2$ reach? What change of height at 1 bar would give the same reduction of Ra?*

**Answer.** Part (c) requires $\lambda\ll L$. With $d=4.0$ Å the formula of part (c) for targets at rest gives a free path of about 1900 Å at 1 bar and 19 000 Å at 0.1 bar, so that $\lambda/L$ is about $10^{-5}$ and $10^{-4}$. In the real gas the targets move, which makes collisions somewhat more frequent and the free path somewhat shorter. The condition is well satisfied at both pressures. Because $\lambda\propto1/p$, the ratio reaches one percent near $10^{-3}$ bar. The law becomes doubtful as the pressure falls below that.

In the opposite limit, $\lambda\gg L$, molecules fly from wall to wall. The distance over which they carry momentum is then set by $L$ and no longer grows as the pressure falls. Replacing $\lambda$ by a length of order $L$ in part (c) gives an effective viscosity of order $nm\bar vL$, which is proportional to $p$. The effective conductivity behaves in the same way. The quotients $\mu/\rho$ and $\kappa/(nc)$ then no longer depend on pressure, and neither would a Rayleigh number formed from them. Such a number has lost its meaning, however, because the gas no longer obeys local laws of viscosity and conduction.

At high pressure the result fails for other reasons. The ideal-gas law and the restriction to pair collisions break down when the molecules occupy an appreciable part of the volume. Here $nd^3=1.04\times10^{-5}\times64\approx7\times10^{-4}$ at 1 bar, which is small.

The surface temperatures must also stay fixed. Ra contains $\Delta\theta/\theta^3$, and $\mu$ and $\kappa$ themselves depend on temperature. If the wafer temperature is changed together with the pressure, the factor of 100 is multiplied by a second factor from these terms.

For the second question, $\mathrm{Ra}\propto L^3$ at fixed pressure and temperatures. A hundredfold reduction needs

$$
\frac{L'}{L}=100^{-1/3}\approx0.215,
\qquad
L'\approx0.215\times2.0\times10^8\ \text{Å}\approx4.3\times10^7\ \text{Å}.
$$

Lowering the ceiling to about a fifth of its height has the same effect on Ra as lowering the pressure to a tenth. The two routes are not equivalent in other respects: the lower ceiling leaves $\nu$ and $\alpha$ unchanged, whereas the lower pressure raises both tenfold.

## Computed results

```
layer height: 2.0e+08 angstrom
cold, hot, mean temperature: 0.04, 0.08, 0.06 eV
weight of a molecule: 3.0e-16 eV/angstrom
heat capacity per molecule: 3.5 k_B
dynamic viscosity: 2.0e-16 eV s/angstrom^3
conductivity / k_B: 4.0e+11 1/(angstrom s)
molecular diameter (sampling only): 4.0 angstrom
n<s cos^2> from formula: 0.006631 1/angstrom^2
--- pressure 1.0 bar ---
pressure: 6.2415e-07 eV/angstrom^3
number density: 1.0403e-05 1/angstrom^3
expansion coefficient: 16.667 1/eV
kinematic viscosity: 6.2848e+15 angstrom^2/s
thermal diffusivity: 1.0986e+16 angstrom^2/s
Rayleigh number, formula: 7574.86 (dimensionless)
Rayleigh number, definition: 7574.87 (dimensionless)
free path, formula: 1912.5 angstrom
free path, sampled: 1913.3 angstrom
sampled free path / height: 9.57e-06
n<s cos^2>, sampled: 0.006638 1/angstrom^2
--- pressure 0.1 bar ---
pressure: 6.2415e-08 eV/angstrom^3
number density: 1.0403e-06 1/angstrom^3
expansion coefficient: 16.667 1/eV
kinematic viscosity: 6.2848e+16 angstrom^2/s
thermal diffusivity: 1.0986e+17 angstrom^2/s
Rayleigh number, formula: 75.75 (dimensionless)
Rayleigh number, definition: 75.75 (dimensionless)
free path, formula: 19124.6 angstrom
free path, sampled: 19077.6 angstrom
sampled free path / height: 9.54e-05
n<s cos^2>, sampled: 0.006623 1/angstrom^2
--- comparison of the two pressures ---
expansion coefficient, low/high: 1.0000
kinematic viscosity, low/high: 10.0000
thermal diffusivity, low/high: 10.0000
Rayleigh number, high/low: 100.0000
Rayleigh ratio with sampled transport: 99.5
```
